# Confinement Mass of Silicon's Conduction Valleys at a (111) Surface

## 1. Definitions and conventions

Silicon has six conduction-band minima, in opposite pairs along the cube axes. Near each minimum the constant-energy surface is an ellipsoid with longitudinal mass $m_l$ along the valley axis $v$ (a unit vector) and transverse mass $m_t$ across it. All masses are in units of the free-electron mass $m_e$. The numerical examples use the rounded values $m_l=0.916$ and $m_t=0.190$.

Energies are in eV and lengths in nm. The kinetic constant is

$$C=\frac{\hbar^2}{2m_e}=0.03810\ \text{eV nm}^2 .$$

The wavevector $k$ is measured from the valley minimum. The coordinate $z$ points into the silicon along the surface normal $n$, and the oxide lies at $z<0$. The surface axes are

$$e_1=\frac{[1,-1,0]}{\sqrt2},\qquad e_2=\frac{[1,1,-2]}{\sqrt6},\qquad e_3=n=\frac{[1,1,1]}{\sqrt3}.$$

They are orthonormal and right-handed. The matrix $R$ with these vectors as rows turns crystal components into surface components.

The model makes four assumptions:

- Each valley is parabolic and is described by its own envelope function.
- Valleys are not coupled to one another.
- The potential energy $V(z)$ depends on depth alone and varies slowly on the atomic scale.
- The envelope vanishes at $z=0$ (a hard wall).

The result is that all six valleys have the same confinement mass at a (111) surface,

$$\boxed{m_z=\frac{3m_lm_t}{2m_l+m_t}=0.258}$$

This is the mass that enters the one-dimensional Schrödinger equation for motion along $z$.

## 2. The inverse-mass tensor

Split $k$ into a part along $v$, of length $v\cdot k$, and a part across it, of squared length $k^2-(v\cdot k)^2$. The valley energy is

$$E(k)=C\left[\frac{k^2-(v\cdot k)^2}{m_t}+\frac{(v\cdot k)^2}{m_l}\right]=C\,k^{T}Wk .$$

Collecting the terms in $(v\cdot k)^2$ gives

$$W=\frac{1}{m_t}I+\Delta\,vv^{T},\qquad \Delta=\frac1{m_l}-\frac1{m_t}.$$

For the example, $\Delta=1.0917-5.2632=-4.1715$. Because $W$ contains $v$ twice, the valleys at $+v$ and $-v$ have the same tensor, and three tensors describe all six valleys.

Under the rotation $k'=Rk$ the energy keeps its value, so $W'=RWR^T$. The unit matrix is unchanged and $v$ becomes $v'=Rv$:

$$v'_{[100]}=\left(\tfrac1{\sqrt2},\tfrac1{\sqrt6},\tfrac1{\sqrt3}\right),\quad
v'_{[010]}=\left(-\tfrac1{\sqrt2},\tfrac1{\sqrt6},\tfrac1{\sqrt3}\right),\quad
v'_{[001]}=\left(0,-\tfrac2{\sqrt6},\tfrac1{\sqrt3}\right).$$

From here on $W$ denotes the tensor in surface axes, with elements $w_{ij}=\delta_{ij}/m_t+\Delta v'_iv'_j$. The third component of $v'$ is $1/\sqrt3$ for every valley, hence

$$w_{33}=\frac1{m_t}+\frac13\left(\frac1{m_l}-\frac1{m_t}\right)
=\frac13\left(\frac2{m_t}+\frac1{m_l}\right)=\frac{2m_l+m_t}{3m_lm_t}.$$

Numerically, $w_{33}=(10.5263+1.0917)/3=3.8727$.

The off-diagonal elements do not vanish. For [100], $w_{13}=\Delta/\sqrt6=-1.7030$ and $w_{23}=\Delta/\sqrt{18}=-0.9832$. For [001], $w_{13}=0$ and $w_{23}=-2\Delta/\sqrt{18}=1.9664$. These elements couple normal and in-plane motion, so identifying $1/w_{33}$ with the confinement mass needs the argument of the next section.

## 3. Eliminating the cross terms

The potential depends on $z$ alone, so the in-plane wavevector $q=(k_1,k_2)$ is conserved. Define

$$b=w_{13}k_1+w_{23}k_2,\qquad a=w_{11}k_1^2+2w_{12}k_1k_2+w_{22}k_2^2 .$$

With $k_z=-i\,d/dz$, the Hamiltonian at fixed $q$ is

$$H=C\left(w_{33}k_z^2+2bk_z+a\right)+V(z).$$

Write the envelope as

$$\psi(z)=e^{-ibz/w_{33}}\,\zeta(z).$$

Differentiating the phase factor gives $k_z\psi=e^{-ibz/w_{33}}(k_z-b/w_{33})\zeta$. Each $k_z$ in $H$ is therefore replaced by $k_z-b/w_{33}$ when it acts on $\zeta$:

$$w_{33}\left(k_z-\frac b{w_{33}}\right)^2+2b\left(k_z-\frac b{w_{33}}\right)+a$$

$$=w_{33}k_z^2-2bk_z+\frac{b^2}{w_{33}}+2bk_z-\frac{2b^2}{w_{33}}+a
=w_{33}k_z^2+a-\frac{b^2}{w_{33}} .$$

The linear terms cancel. The phase factor has modulus one, so $\psi(0)=0$ is equivalent to $\zeta(0)=0$, and normalization is unchanged. The energy separates into

$$-Cw_{33}\frac{d^2\zeta}{dz^2}+V\zeta=E_i\zeta,\qquad
E=E_i+C\left(a-\frac{b^2}{w_{33}}\right).$$

The first equation has the standard form with $m_z=1/w_{33}$, which proves the boxed result.

**Which mass is not meant.** The mass tensor is $M=W^{-1}=m_tI+(m_l-m_t)v'v'^T$. Its normal element is $M_{33}=(m_l+2m_t)/3=0.432$. The two quantities answer different questions. The velocity is $(\hbar/m_e)Wk$, so at fixed in-plane wavevector a change $\delta k_z$ changes the normal velocity by $(\hbar/m_e)w_{33}\,\delta k_z$. The element $M_{33}$ instead relates $k_z$ to normal velocity when the in-plane velocity is held at zero. A planar potential conserves in-plane wavevector, not in-plane velocity, so $w_{33}$ is the relevant element.

With $c=v\cdot n$, multiplying the two normal elements gives

$$M_{33}w_{33}=1+\frac{(m_l-m_t)^2}{m_lm_t}\,c^2(1-c^2).$$

The two definitions agree when $n$ lies along the valley axis or perpendicular to it. That covers every valley of a (100) surface, so a code checked on (100) alone cannot reveal a wrong choice. At (111), $c^2=1/3$ and the product is $1.67$.

## 4. In-plane masses

The in-plane energy is $C\,q^TSq$ with $S_{ij}=w_{ij}-w_{i3}w_{3j}/w_{33}$ for $i,j=1,2$. To find its principal masses, denote the in-plane blocks of $W$ and $M$ by $W_p$ and $M_p$, the column $(w_{13},w_{23})^T$ by $w$, and the row $(M_{31},M_{32})$ by $\mu$. The in-plane columns of $WM=I$ read

$$W_pM_p+w\mu=I,\qquad w^TM_p+w_{33}\mu=0 .$$

The second equation gives $\mu=-w^TM_p/w_{33}$. Inserting this into the first gives $(W_p-ww^T/w_{33})M_p=I$, so $S=M_p^{-1}$.

Let $p$ be the in-plane part of $v'$, with $|p|^2=1-1/3=2/3$. Then $M_p=m_tI+(m_l-m_t)pp^T$. Its eigenvalue perpendicular to $p$ is $m_t$. Its eigenvalue along $p$ is

$$m_h=m_t+\tfrac23(m_l-m_t)=\frac{m_t+2m_l}3=0.674 .$$

Each valley pair has an elliptical in-plane dispersion, with its heavy axis along the projected valley axis. The three heavy axes are separated by 60°. The valleys thus share their confinement levels at $q=0$, but not their energies at a general $q$.

**Numerical test.** The operator $H$ with all cross terms was diagonalized on a grid for the triangular well of Section 7, at $q=(0.60,0.35)$ nm$^{-1}$. For valleys [100], [010] and [001] the lowest energies are 204.07, 256.45 and 255.91 meV. The separated formula gives the same three values to the printed digits. For [001] the arithmetic is short, because the heavy axis is $e_2$:

$$176.8+38.10\left(\frac{0.60^2}{0.190}+\frac{0.35^2}{0.674}\right)=176.8+79.1=255.9\ \text{meV}.$$

## 5. Other orientations and limits

For a general unit normal, $v\cdot n$ is the component of $n$ on the valley's cube axis, so

$$\frac1{m_{z,j}}=\frac1{m_t}+\Delta\,n_j^2,\qquad j=x,y,z .$$

If $m_l\ne m_t$, the three masses are equal only when $n_x^2=n_y^2=n_z^2=1/3$. Within this model, equal confinement masses therefore occur on the {111} family and on no other surface. Summing over $j$ gives

$$\sum_j\frac1{m_{z,j}}=\frac2{m_t}+\frac1{m_l}$$

for every orientation. Turning the surface redistributes a fixed total inverse mass among the valley pairs, and (111) shares it equally.

Two further cases are useful for checking an implementation:

- On (001), the [001] pair has $m_z=m_l=0.916$ and the other two pairs have $0.190$.
- On (110), $n_x^2=n_y^2=1/2$. The [100] and [010] pairs have $m_z=2m_lm_t/(m_l+m_t)=0.315$, and the [001] pair has $0.190$.

If $m_l=m_t$, the (111) formula returns that common mass. If $m_l\to\infty$, it tends to $3m_t/2=0.285$: an electron with no mobility along the valley axis can still move along the normal through its transverse motion. Logarithmic derivatives show which input matters:

$$\frac{\partial\ln m_z}{\partial\ln m_t}=\frac{2m_l}{2m_l+m_t}=0.91,\qquad
\frac{\partial\ln m_z}{\partial\ln m_l}=\frac{m_t}{2m_l+m_t}=0.09 .$$

The (111) confinement mass is mainly a measure of $m_t$.

## 6. Quantities for charge and transport

**Density of states.** At in-plane energy $E$ the ellipse has area $\pi m_dE/C$, with

$$m_d=\sqrt{m_tm_h}=\sqrt{0.190\times0.674}=0.358 .$$

Two spins and a density $1/(2\pi)^2$ of wavevectors per unit area give $m_d/(2\pi C)$ states per energy and area in each valley. For six valleys,

$$D=\frac{6m_d}{2\pi C}=8.97\ \text{eV}^{-1}\text{nm}^{-2}.$$

Integrating $D$ times the Fermi function above $E_i$ gives the subband density

$$N_i=Dk_BT\ln\left[1+e^{(E_F-E_i)/k_BT}\right].$$

**Conductivity mass.** Assume equal valley populations and one common, isotropic relaxation time $\tau$. The conductivity is then proportional to the mean of $S$ over the three valley pairs. In terms of the unit vector $\hat p$ along $p$,

$$S=\frac1{m_t}I+\left(\frac1{m_h}-\frac1{m_t}\right)\hat p\hat p^T .$$

The three valley axes form a complete orthonormal set, so the sum of $pp^T$ is the in-plane unit matrix. Since $\hat p\hat p^T=\frac32pp^T$, its mean over the three pairs is $\frac32\cdot\frac13I=\frac12I$. Therefore

$$\frac1{m_c}=\frac12\left(\frac1{m_t}+\frac1{m_h}\right)=\frac12(5.263+1.484),\qquad m_c=0.296,$$

and the mobility is $e\tau/(m_cm_e)$. The response is isotropic although each valley is not. Unequal valley populations remove this isotropy. The mass alone does not fix the mobility, because $\tau$ also depends on orientation.

**Scattering matrix elements.** The phase removed in Section 3 cancels in $|\psi|^2=|\zeta|^2$, so the electron density needs $\zeta$ alone. Between two different wavevectors it cancels only if they have the same $b$. For scattering from $q$ to $q'$ within one valley and subband,

$$\psi_{q'}^*\psi_q=|\zeta|^2\exp\left[\frac{i(b'-b)z}{w_{33}}\right].$$

It can change the matrix element of a scattering potential that extends over the depth of the layer, so form factors must in general include it. For a scatterer confined to a single depth it is a constant phase and drops out of the squared matrix element, and so it also drops out for uncorrelated point scatterers spread over the depth. For [001] and a transfer of 0.5 nm$^{-1}$ along $e_2$, the phase grows by $0.5\times1.9664/3.8727=0.25$ rad per nm of depth. For an unscreened Coulomb charge at the interface and the Hartree ground state of Section 8, this lowers the squared form factor by about 5%.

## 7. Worked inversion layer

Take an electron density $N_s=5\times10^{12}$ cm$^{-2}$, a depletion charge density $N_{dep}=1\times10^{12}$ cm$^{-2}$, a temperature of 300 K and a relative permittivity of 11.7 for silicon.

**Field.** If the depletion charge lies mostly deeper than the electrons, Gauss's law gives

$$F(z)=\frac e{\varepsilon}\left[N_{dep}+\int_z^\infty n(z')\,dz'\right].$$

Call the integral $t(z)$. Then $n=-dt/dz$ and $\int_0^\infty nt\,dz=t(0)^2/2=N_s^2/2$. The field averaged over the electrons is therefore

$$F=\frac e\varepsilon\left(N_{dep}+\frac{N_s}2\right)=0.541\ \text{MV/cm}.$$

The triangular well replaces $V(z)$ by $sz$, with $s=eF=0.0541$ eV/nm.

**Levels.** Define

$$\ell=\left(\frac C{m_zs}\right)^{1/3},\qquad \epsilon=s\ell=\left(\frac{Cs^2}{m_z}\right)^{1/3}.$$

With $x=z/\ell-E/\epsilon$, the confinement equation becomes $d^2\zeta/dx^2=x\zeta$. Its decaying solution is the Airy function $\mathrm{Ai}(x)$. The hard wall requires $\mathrm{Ai}(-E/\epsilon)=0$, so $E_i=|a_i|\epsilon$, where $a_0=-2.338$ and $a_1=-4.088$ are the first two zeros. Numerically,

$$\epsilon=\left(\frac{0.03810\times0.05413^2}{0.2582}\right)^{1/3}=0.0756\ \text{eV},\qquad \ell=1.40\ \text{nm}.$$

Hence $E_0=176.8$ meV and $E_1=309.1$ meV, measured from the silicon band edge at the interface.

**Depth.** Stretch the ground state to $\sqrt\lambda\,\zeta(\lambda z)$, which still vanishes at the wall. Its energy is $\lambda^2\langle T\rangle+s\langle z\rangle/\lambda$, where $T$ is the kinetic energy. This must be stationary at $\lambda=1$, so $2\langle T\rangle=s\langle z\rangle$. With $E_0=\langle T\rangle+s\langle z\rangle$,

$$\langle z\rangle=\frac{2E_0}{3s}=2.18\ \text{nm}.$$

**Reading the levels.** At fixed field, levels scale as $m_z^{-1/3}$. Using $M_{33}=0.432$ would give $E_0=148.9$ meV, 16% below the correct value. On (100) at the same field, the heavy and light ladders start at 115.9 and 195.8 meV. The (111) layer has one ladder, shared by six valleys, with a ground level between those two.

At 300 K, $k_BT=25.85$ meV and $Dk_BT=2.3\times10^{13}$ cm$^{-2}$, well above $N_s$. The Fermi level lies 37.0 meV below $E_0$, and the lowest subband holds 99.3% of the electrons in the triangular well.

## 8. Size of the neglected effects

**Curvature of the potential.** A self-consistent Hartree calculation with the same mass and charges replaces the straight well by the potential of the electrons' own distribution, with the depletion field held constant:

| Quantity | Triangular | Hartree |
|---|---:|---:|
| $E_0$ (meV) | 176.8 | 221.4 |
| $E_1-E_0$ (meV) | 132.3 | 84.9 |
| Lowest-subband share (%) | 99.3 | 95.4 |
| Mean depth, all electrons (nm) | 2.19 | 2.47 |

This is the largest correction found here: $E_0$ rises by 25% and the gap falls by 36%, relative to the triangular values. The field falls from 0.928 MV/cm at the surface towards the depletion value of 0.155 MV/cm. A well that is steep near the wall and flatter beyond it is consistent with a raised ground level and a reduced gap. The triangular well serves for estimates and as a starting potential, but not for subband spacings at this density. Spreading the depletion charge uniformly over about 130 nm (a band bending of 1 eV) lowers the Hartree gap by 1 meV, $E_0$ by 0.2 meV and the share by 0.2 points, and raises the mean depth by 0.02 nm.

**Oxide penetration.** Replace the hard wall by a flat barrier of 3.1 eV with oxide mass $m_{ox}=0.5$, both rough. At $q=0$ the envelope in the oxide varies as $e^{\kappa z}$, with $\kappa=\sqrt{m_{ox}(3.1\ \text{eV}-E)/C}$. Continuity of the envelope and of the normal current requires $\zeta'(0^+)/m_z=\kappa\zeta(0)/m_{ox}$. Solving this condition with the Airy function lowers $E_0$ by about 16 meV. To leading order the wall moves into the oxide by $d=m_{ox}/(m_z\kappa)\approx0.31$ nm, and $sd\approx17$ meV accounts for the shift in the fixed triangular well. In the self-consistent potential the charge moves with the wall, so the surface field replaces $s$: $E_0$, measured from the band edge at the interface, falls by about 28 meV, while the gap is unchanged. Both values take the valley minimum to line up with the oxide band minimum. On (111) each valley lies about 8 nm$^{-1}$ from the zone centre in the plane; if that momentum is conserved into the oxide, the effective barrier is about 8 eV and the shifts shrink to about 10 and 17 meV.

**Nonparabolicity.** An isotropic estimate uses $E(1+\alpha E)=T$, or $E\approx T-\alpha T^2$, with a rough $\alpha=0.5$ eV$^{-1}$. The integral needed is

$$\int x^2\mathrm{Ai}^2dx=\tfrac15\left(2x\,\mathrm{Ai}\,\mathrm{Ai}'-\mathrm{Ai}^2-x^2\mathrm{Ai}'^2+x^3\mathrm{Ai}^2\right),$$

which differentiation and $\mathrm{Ai}''=x\mathrm{Ai}$ confirm. In the same way, $\int\mathrm{Ai}^2dx=x\mathrm{Ai}^2-\mathrm{Ai}'^2$. Taking both from $a_0$ to infinity gives $\langle x^2\rangle=a_0^2/5$. Since $T=E_0-sz=-\epsilon x$ when acting on the state, $\langle T^2\rangle=E_0^2/5$. The shift is $-\alpha E_0^2/5\approx-3$ meV. The true band is not isotropic, so this gives a scale and not a correction to apply.

**Miscut.** Tilt the normal by a small angle $\theta$ towards $[1,1,-2]$. To first order, $w_{33}$ changes by $2\Delta\theta/\sqrt{18}$ for [100] and [010], and by $-4\Delta\theta/\sqrt{18}$ for [001]. The [001] pair becomes lighter and rises. Because $E_0\propto w_{33}^{1/3}$, the splitting is

$$\delta E_0=\frac{E_0}3\,\frac{6|\Delta|\theta}{\sqrt{18}\,w_{33}} .$$

For $\theta=0.2^\circ$ this is 0.31 meV in the triangular well; the Hartree potential at 4 K gives 0.27 meV. It is negligible beside $k_BT$ at 300 K, but comparable with $k_BT$ at a few kelvin. Whether it then upsets the equal valley populations depends on the density. In the cold layer of this example the Fermi energy is about $N_s/D=5.6$ meV, much larger than the splitting, so the populations change by only a few percent. For non-interacting, unstrained and uncoupled valleys they become strongly unequal only if both $k_BT$ and the Fermi energy are no larger than roughly the splitting. The splitting itself falls with density (to about 0.14 meV at $10^{11}$ cm$^{-2}$ for the same depletion charge), so this requires a density of order $10^{11}$ cm$^{-2}$.

**Temperature dependence of the masses.** A 5% rise in $m_t$ at fixed $m_l$, taken as an example and not as a measured change, moves $m_z$ from 0.258 to 0.270.

**Oxide field and limits of the model.** With a relative permittivity of 3.9 for the oxide and no interface charge, the oxide field is 2.78 MV/cm, below a rough breakdown field of 10 MV/cm for good oxide. Among the effects estimated here, replacing the straight potential by the Hartree potential moves $E_0$ most, by about 45 meV. Strain, valley coupling, exchange, correlation and image forces are absent from the Hartree values as well. The image potential alone raises $E_0$ by about 11 meV, and a rough zero-temperature local exchange term lowers it by about 16 meV. Those values are therefore a mean-field reference, not a prediction of measured levels. Strain and valley coupling can also lift the valley degeneracy, even where the confinement masses are equal.

## 9. Implementation

For the density and potential of an unstrained (111) layer, solve one Schrödinger equation with $m_z=0.258$. Fill its levels with valley degeneracy 6 and $m_d=0.358$ per valley, and iterate with Poisson's equation. The degeneracy of 6 is that of the model; at low temperature strain, miscut, valley coupling and interactions can reduce it in a real layer. For transport, keep the three in-plane tensors $S$ and the phase of Section 6. For any other orientation, compute $w_{33}$ for each valley pair and invert that number, not the tensor. The inputs and the main values are listed in the numerical output below.

## Computed values

```
Input masses ml, mt: 0.916, 0.190 m_e
hbar^2/(2 m_e): 0.03810 eV nm^2
Valley [100]: w11 3.1774, w22 4.5679, w12 -1.2042 1/m_e
   w13 -1.7030, w23 -0.9832, w33 3.8727 1/m_e; 1/w33 0.2582 m_e
Valley [010]: w11 3.1774, w22 4.5679, w12 1.2042 1/m_e
   w13 1.7030, w23 -0.9832, w33 3.8727 1/m_e; 1/w33 0.2582 m_e
Valley [001]: w11 5.2632, w22 2.4822, w12 0.0000 1/m_e
   w13 0.0000, w23 1.9664, w33 3.8727 1/m_e; 1/w33 0.2582 m_e
Confinement mass from formula: 0.2582 m_e
Normal element of mass tensor (wrong mass): 0.4320 m_e
In-plane masses: 0.1900 and 0.6740 m_e
DOS mass per valley: 0.3579 m_e; conductivity mass: 0.2964 m_e
(100) normal masses, valleys x,y,z: [0.19  0.19  0.916] m_e
(110) normal masses, valleys x,y,z: [0.3147 0.3147 0.19  ] m_e
Scan: least valley spread lies 0.01 degree from [111]
Ns, Ndep: 5.0e+12, 1.0e+12 cm^-2
Temperature: 300 K; kT: 25.85 meV
Permittivities Si, SiO2: 11.7, 3.9 (relative)
Averaged field: 0.5413 MV/cm
Surface field in Si: 0.9280 MV/cm
Oxide field: 2.784 MV/cm
First two Airy zeros: -2.3381, -4.0879
Well scales: 75.61 meV, 1.397 nm
Triangular E0, E1, gap: 176.8, 309.1, 132.3 meV
Mean depth of lowest subband: 2.177 nm
Full operator E0 at zero in-plane k: 176.80 meV
E0 with wrong mass: 148.9 meV
(100) same field, E0 heavy and light: 115.9, 195.8 meV
Test in-plane k: 0.60, 0.35 nm^-1
   full operator, 3 valleys: [204.07 256.45 255.91] meV
   formula, 3 valleys: [204.07 256.45 255.91] meV
Triangular Fermi level minus E0: -37.0 meV
Triangular lowest-subband share: 99.3 %
Triangular mean depth, all electrons: 2.188 nm
Hartree E0, E1, gap: 221.4, 306.2, 84.9 meV
Hartree lowest-subband share: 95.4 %
Hartree mean depth, lowest and all: 2.323, 2.473 nm
Oxide barrier and mass (rough): 3.1 eV, 0.5 m_e
E0 shift from oxide penetration: -16.3 meV
Nonparabolicity (rough): 0.5 1/eV; shift -3.1 meV
Miscut 0.2 degree, E0 of valleys x,y,z: [176.69 176.69 177.  ] meV
   valley splitting from miscut: 0.313 meV
Confinement mass if mt rises 5 %: 0.2699 m_e
```
